# Escape from a Low-Barrier Superbasin by an Absorbing-Chain Solve

On some crystal surfaces, an adatom that has reached a straight step edge during epitaxial growth slides along the edge over low barriers, while rounding a corner at the end of the edge segment, or detaching to the terrace, costs much more energy. These rare moves change the growing surface, but most of the adatom's moves merely carry it back and forth between the same few sites. The question is how long it stays and by which way it leaves.

## What the hop-by-hop method spends its effort on

Let the edge sites be states \(i=1,\dots,n\), with hop rates \(k_{ij}\) from \(i\) to \(j\) and rates \(r_{ia}\) from \(i\) through exit \(a\). The states form a superbasin: internal hops are fast and exits slow. The rates are assumed constant during the stay and dependent only on the present state, so the motion is a continuous-time Markov chain. Define

\[
h_i=\sum_{j\ne i}k_{ij},\qquad K_i=\sum_a r_{ia},\qquad D_i=h_i+K_i .
\]

Kinetic Monte Carlo draws an exponentially distributed waiting time of mean \(1/D_i\), then picks a move with probability proportional to its rate. This samples the model correctly, but nearly every draw is an internal hop.

The example has six sites in a row, with hops between neighbours only and energies \(E_i=0.00,\,0.02,\,-0.04,\,0.00,\,0.03,\,-0.02\) eV. All internal saddles lie at 0.20 eV on the same energy zero. The saddles for the left corner (from site 1), the right corner (from site 6) and the terrace (from any site) lie at 0.60, 0.64 and 0.75 eV. These are round model parameters, not those of a particular metal. The algebra is in atomic units, with the temperature \(\Theta\) expressed as an energy. A move over a saddle at \(S\) has the rate

\[
\nu\,e^{-(S-E_i)/\Theta},
\]

with a common prefactor \(\nu=10^{13}\) s\(^{-1}\). At 350 K, \(\Theta=0.03016\) eV. Site 1 then has a hop rate of \(1.32\times10^{10}\) s\(^{-1}\) and a left-corner exit rate of \(2.29\times10^{4}\) s\(^{-1}\).

To count the wasted hops, let \(N_i\) be their mean number before escape from \(i\). The next move is a hop to \(j\) with probability \(k_{ij}/D_i\); it contributes one hop and leaves \(N_j\) more to come:

\[
N_i=\sum_{j\ne i}\frac{k_{ij}}{D_i}(1+N_j)
\quad\Longrightarrow\quad
D_iN_i-\sum_{j\ne i}k_{ij}N_j=h_i .
\]

Starting from site 2, the solution is \(4.40\times10^{6}\) hops. With a site spacing of 2.5 angstrom the adatom walks \(1.10\times10^{7}\) angstrom on a segment six sites long. Every one of those hops would have to be drawn.

## Replacing the hops by a linear solve

The same reasoning gives the escape time and the exit without drawing anything. From \(i\), the adatom waits \(1/D_i\) on average and then, if it hops to \(j\), needs a further mean time \(t_j\). For the probability \(B_{ia}\) of leaving through \(a\), the first move either takes that exit or leads to \(j\), from where the probability is \(B_{ja}\). Thus

\[
t_i=\frac1{D_i}+\sum_{j\ne i}\frac{k_{ij}}{D_i}t_j,\qquad
B_{ia}=\frac{r_{ia}}{D_i}+\sum_{j\ne i}\frac{k_{ij}}{D_i}B_{ja}.
\]

Multiply by \(D_i\) and define \(M_{ii}=D_i\), \(M_{ij}=-k_{ij}\) for \(i\ne j\). With \(\mathbf 1\) the vector of ones and \(R\) the matrix of exit rates,

\[
M\mathbf t=\mathbf 1,\qquad MB=R,\qquad M\mathbf N=\mathbf h. \tag{1}
\]

These equations need a unique solution. Let \(P(t)=e^{-Mt}\), whose element \(P_{ij}\) is the probability of being in \(j\) at time \(t\), not yet escaped, after starting in \(i\). The survival probability is \(S_i(t)=\sum_jP_{ij}(t)\). Suppose an exit can be reached from every state. Then at any fixed time \(\tau>0\) each \(S_i(\tau)\) is below one; call the largest \(q<1\). Applying this bound to successive intervals gives \(S_i(m\tau)\le q^m\), so all elements of \(P\) decay exponentially. Integrating \(-dP/dt=MP\) yields

\[
M\int_0^\infty e^{-Mt}\,dt=P(0)-P(\infty)=I .
\]

Hence \(M\) is invertible, and \(M^{-1}=\int_0^\infty P\,dt\) has nonnegative elements. The element \((M^{-1})_{ij}\) is the mean total time spent in \(j\) before escape from \(i\). Since \(M\mathbf 1=\mathbf K\), the exit probabilities sum to one: \(\sum_aB_{ia}=(M^{-1}\mathbf K)_i=1\).

The condition matters. If some set \(C\) of states has neither exits nor hops out of \(C\), the rows of \(M\) belonging to \(C\) vanish outside \(C\) and sum to zero. The block \(M_{CC}\) is singular, and so is \(M\), because its determinant contains \(\det M_{CC}\) as a factor. Physically, an adatom in \(C\) never escapes.

For the example, (1) gives \(t_2=2.867\times10^{-4}\) s, or \(1.185\times10^{13}\) atomic units of time. The exit probabilities are 0.765 for the left corner, 0.203 for the right corner and 0.032 for the terrace.

An exit here is a first exit. An adatom that rounds a corner may return, and its return begins a new problem. Also, the terrace column combines detachments from six different sites. A growth simulation must know where the adatom lands, so it either keeps six columns or uses \((M^{-1})_{ij}r_{ja}\), the probability of leaving through \(a\) from site \(j\).

## Why the mean is not yet a clock

Advancing the simulation clock by \(t_i\) at each escape preserves the mean but removes the fluctuations. Drawing an exponential time of mean \(t_i\), and independently an exit from \(B_{ia}\), is better when exits are slow compared with the internal hops, but still an approximation in general. The chain itself fixes the joint law: the probability density for leaving at time \(t\) through \(a\) is \([P(t)R]_{ia}\). Its time integral is \(B_{ia}\).

Integration by parts gives \(\int_0^\infty t\,P\,dt=M^{-1}\int_0^\infty P\,dt=M^{-2}\), and repeating it gives \(\int_0^\infty t^{m}P\,dt=m!\,M^{-m-1}\). The exit-time density summed over exits is \(P\mathbf K=PM\mathbf 1\). The \(m\)th moment of the escape time is therefore

\[
\boldsymbol\mu^{(m)}=m!\,M^{-m-1}M\mathbf 1=m!\,M^{-m}\mathbf 1. \tag{2}
\]

In particular \(M\boldsymbol\mu^{(2)}=2\mathbf t\). The mean time given exit \(a\) is \((M^{-2}R)_{ia}/B_{ia}=(M^{-1}B)_{ia}/B_{ia}\), again one solve per exit.

Equation (2) shows when the exponential clock is good. Let all \(t_i\) lie between \(t_{\min}\) and \(t_{\max}\). Since \(M^{-1}\) has nonnegative elements and \(M^{-1}\mathbf 1=\mathbf t\), each further application of \(M^{-1}\) multiplies by a factor between these two values, so

\[
m!\,t_{\min}^m\le\mu_i^{(m)}\le m!\,t_{\max}^m .
\]

If the escape time hardly depends on the start, the moments approach \(m!\,t^m\), those of an exponential distribution. If \(B_{ia}\) is also nearly independent of \(i\), the same argument applied to \(m!\,M^{-m}B\) makes exit and time independent. In the example the spread of \(t_i\) over all starts, largest minus smallest divided by the smallest, is \(3.4\times10^{-6}\), and the variance divided by the squared mean is 1.000002, against one for an exponential. The simple clock is adequate here.

It is not adequate when the basin is shallow. Lower all three exit saddles by 0.35 eV and leave everything else unchanged. The left-corner exit rate becomes \(2.51\times10^9\) s\(^{-1}\), only about five times below the hop rate of site 1. From site 2 the mean escape time is \(2.83\times10^{-9}\) s, but it depends on the way out:

- left corner: \(2.63\times10^{-9}\) s, with probability 0.767;
- right corner: \(3.54\times10^{-9}\) s, with probability 0.199;
- terrace: \(3.05\times10^{-9}\) s, with probability 0.034.

The weighted sum \(0.767\times2.63+0.199\times3.54+0.034\times3.05=2.83\), in units of \(10^{-9}\) s, returns the unconditional mean. The right corner is far from the start, and leaving through it takes longer on average.

The variance ratio is now 1.195. Equation (2) tells what this means:

\[
\frac{\mu_i^{(2)}}{t_i^2}-1=\frac{2}{t_i}\,\frac{\sum_j(M^{-1})_{ij}t_j}{t_i}-1
=\frac{2\langle t\rangle_i}{t_i}-1,
\]

where \(\langle t\rangle_i\) averages \(t_j\) with the times spent in each state, whose sum is \(t_i\). The value 1.195 requires \(\langle t\rangle_2/t_2=2.195/2=1.10\). The adatom spends its stay at sites from which escape takes, on average, 10% longer than from its start.

Where such effects matter, the joint law can be sampled directly. Draw \(u\) uniformly between 0 and 1, solve \(S_i(t)=u\) for \(t\), and choose exit \(a\) with probability \([P(t)R]_{ia}/\sum_b[P(t)R]_{ib}\). This needs the matrix exponential, but still no hop sequence.

## When something else happens first

During a long stay another adatom may reach the edge and change the rates. A jump to the escaped state would then skip over an event that ought to have intervened. Suppose such an event has constant rate \(f\), the same in every state. It has not happened by time \(t\) with probability \(e^{-ft}\), so the probability that it happens before escape and finds the adatom in \(j\) is

\[
\int_0^\infty f e^{-ft}P_{ij}(t)\,dt=f\left[(M+fI)^{-1}\right]_{ij}. \tag{3}
\]

The probability of leaving first through \(a\) is \([(M+fI)^{-1}R]_{ia}\). Because \((M+fI)\mathbf 1=\mathbf K+f\mathbf 1\), all outcomes together have probability one. The event is simply one more exit, with its own record of the adatom's position. If its rate varies with the state, \(fI\) is replaced by a diagonal matrix of rates \(f_j\), and the factor \(f\) in (3) by \(f_j\).

For an exponential escape time of mean \(t\), survival is \(e^{-s/t}\) at time \(s\), and the total interruption probability becomes

\[
\int_0^\infty f e^{-fs}e^{-s/t}\,ds=\frac{ft}{1+ft}.
\]

With \(f=10^3\) s\(^{-1}\) in the deep basin, \(ft=0.2867\) and this is \(0.2867/1.2867=0.2228\). The solve gives the same value to these digits. More than a fifth of the planned escapes would be interrupted, so rare exits alone do not justify ignoring the surroundings.

## Can the solve be avoided as well?

If the adatom visits all sites many times before leaving, it should forget its start. Split \(M=L+\mathrm{diag}(K_i)\), where \(L\) contains the internal hops alone, so \(L\mathbf 1=0\). Assume that every site can be reached from every other by a sequence of hops, and let \(\pi\) be the stationary distribution of the hops: \(\sum_i\pi_iL_{ij}=0\), \(\sum_i\pi_i=1\). Multiplying the first two systems in (1) by \(\pi_i\) and summing removes \(L\):

\[
\sum_i\pi_iK_it_i=1,\qquad
\sum_i\pi_iK_iB_{ia}=\sum_i\pi_ir_{ia}. \tag{4}
\]

These identities hold for any ratio of hop and exit rates. To find the limit, scale all exit rates by a factor \(\epsilon\). The first identity becomes \(\epsilon\sum_i\pi_iK_it_i=1\), and since its terms are nonnegative, \(\epsilon K_it_i\le1/\pi_i\). The right side of

\[
(L\mathbf t)_i=1-\epsilon K_it_i
\]

is therefore bounded as \(\epsilon\to0\). The only vectors annihilated by \(L\) are constants, so the differences between the \(t_i\) are bounded too. Their common value grows as \(1/\epsilon\), and (4) fixes it. Similarly, \((LB)_{ia}=\epsilon(r_{ia}-K_iB_{ia})\) is of order \(\epsilon\), and so are the differences between starts in \(B\). Hence, for \(\epsilon\) absorbed again in the rates,

\[
t_i\to t_{\rm mix}=\frac1{\sum_j\pi_jK_j},\qquad
B_{ia}\to\frac{\sum_j\pi_jr_{ja}}{\sum_j\pi_jK_j}, \tag{5}
\]

with relative corrections to \(t_i\), and corrections to \(B_{ia}\), of first order in the exit-to-hop rate ratio. Slowing the exits of the shallow basin from one hundredth to one thousandth of their original rates reduces the largest deviations by a factor 9.98 in both quantities, as the linear law requires.

For rates over common saddles with equal prefactors, \(e^{-E_i/\Theta}k_{ij}=e^{-E_j/\Theta}k_{ji}\), and \(\pi\) is the Boltzmann distribution \(e^{-E_i/\Theta}/Z\). Then \(\pi_ir_{ia}=\nu e^{-S_a/\Theta}/Z\): the site energy cancels. Left and right corners compete as

\[
e^{(0.64-0.60)/0.03016}=3.77,
\]

which matches \(0.765/0.203\). The terrace has a factor six for its six departure sites, but \(6e^{-0.15/0.03016}=0.042\) relative to the left corner, matching \(0.032/0.765\). The absolute time follows as well. With \(\pi_1=0.1164\), the left-corner escape rate is \(0.1164\times2.293\times10^4=2669\) s\(^{-1}\). Dividing by its share 0.765 gives a total of \(3.49\times10^3\) s\(^{-1}\), or \(2.87\times10^{-4}\) s.

In the shallow basin (5) gives \(2.62\times10^{-9}\) s, 7% below the solved value for site 2. By (4), \(t_{\rm mix}\) is the average of \(t_i\) with weights proportional to \(\pi_iK_i\). More than three quarters of this weight belongs to site 1, beside the easiest exit, and not to the start. The left-corner probability, 0.765 in the limit and 0.767 from site 2, looks converged, but it runs from 0.803 at site 1 to 0.630 at site 6. Agreement at one start does not establish fast mixing. Where mixing is not fast, (5) in general gives way to the linear solve; an exception is a basin whose exit rates are the same at every site. The solve also shows whether (5) may be used: both the \(t_i\) and the \(B_{ia}\) must hardly vary over all starts. Equal times alone are not enough, since sites with equal total exit rates can still favour different exits.

## When the solve itself fails

The deeper the basin, the more hops the solve replaces and the worse its ordinary arithmetic. In a single well-mixed basin such as the example, (5) then becomes very accurate, but the solve is still what confirms this, and it is needed when the internal hops themselves include slow steps. The diagonal element \(D_i=h_i+K_i\) is rounded with a relative error up to about \(u=1.1\times10^{-16}\) in double precision. This changes the effective exit rate of site \(i\) by up to \(uh_i\), and by (5) the total escape rate \(\sum_i\pi_iK_i\) by up to \(u\sum_i\pi_ih_i\). Each of the ten directed hops between neighbours contributes \(\nu e^{-0.20/\Theta}/Z\) to the last sum, with energies in eV. The left corner, which dominates the escape, contributes \(\nu e^{-0.60/\Theta}/Z\) to the escape rate. If the deep basin is cooled to 150 K, where \(\Theta=0.01293\) eV, the relative error from this rounding is therefore bounded by about \(10\,u\,e^{0.40/0.01293}=0.03\). This example stays well inside the bound. At the four interior sites the two hop rates are equal, so \(h_i\) is exact. The terrace rate there is only \(e^{-0.55/0.01293}/2\approx2\times10^{-19}\) of \(h_i\) and is simply dropped, which costs no more than its small share of the escape. Only the two end sites carry the full rounding, at most about \(2\,u\,e^{0.40/0.01293}=0.006\). A plain solve has a relative error of 0.004 in the escape time there, against \(3.3\times10^{-11}\) at 350 K. The slow rates have been partly lost before elimination begins, and rounding during the elimination is a second source of error, which can be the larger one and may reinforce the first or partly cancel it.

The cure is to keep hops and exits separate and never subtract. Consider \(M\mathbf x=\mathbf c\) with \(c_i\ge0\), which covers all the systems above if they are solved in turn. The equation for a state \(s\) to be removed is

\[
x_s=\frac1{D_s}\Big(c_s+\sum_{j\ne s}k_{sj}x_j\Big). \tag{6}
\]

Insert it into the equation for \(i\) and move the term in \(x_i\) to the left:

\[
\Big(D_i-\frac{k_{is}k_{si}}{D_s}\Big)x_i
=c_i+\frac{k_{is}c_s}{D_s}
+\sum_{j\ne i,s}\Big(k_{ij}+\frac{k_{is}k_{sj}}{D_s}\Big)x_j .
\]

The new hop rates and right-hand sides contain sums alone, and so does the new exit rate \(K'_i\), which adds the exits reached by a detour through \(s\):

\[
k'_{ij}=k_{ij}+\frac{k_{is}k_{sj}}{D_s},\quad
K'_i=K_i+\frac{k_{is}K_s}{D_s},\quad
c'_i=c_i+\frac{k_{is}c_s}{D_s}.
\]

The remaining subtraction on the left can be removed. Write \(k_{is}=k_{is}D_s/D_s\) with \(D_s=k_{si}+\sum_{j\ne i,s}k_{sj}+K_s\). Then

\[
\begin{aligned}
D_i-\frac{k_{is}k_{si}}{D_s}
&=\sum_{j\ne i,s}k_{ij}+K_i+k_{is}\Big(1-\frac{k_{si}}{D_s}\Big)\\
&=\sum_{j\ne i,s}k'_{ij}+K'_i .
\end{aligned}
\]

The new diagonal is thus the sum of the new outgoing rates. It is computed from that sum, and the return path \(i\to s\to i\) is discarded. The reduced problem has the same form: a detour through \(s\) has become a direct rate, so every remaining state still reaches an exit. After all but one state have been removed, \(x=c/K\) for the last, and (6) recovers the others in reverse order. No operation cancels two nearly equal numbers, so a tiny exit rate keeps its relative accuracy. Against 60-digit arithmetic on the same rates, the relative error of the escape times stays below \(10^{-15}\) at 350, 250 and 150 K. This concerns the arithmetic alone; it does not reduce the effect of errors in the barriers themselves.

## Checks and the choice of basin

The times, exit probabilities, conditional times and interruption probabilities were tested against numerical time integrals of \(e^{-Mt}\) in both basins. The shallow basin also permits direct simulation. With 40,000 adatoms the mean time is \((2.827\pm0.015)\times10^{-9}\) s, against 2.825 in the same unit from the solve, and the mean hop count is 43.7 by both routes. The terrace fraction is 0.0362 against 0.0341. This difference is about 2.3 binomial standard errors, within the five allowed in the test. The values are collected in the numerical output.

A dense elimination takes of order \(n^3\) operations, about 200 for six sites. This replaces millions of hops in the deep basin but only 44 in the shallow one, where the solve brings no clear saving unless it is reused. The states must be listed and their rates known before the solve; an omitted fast exit makes the answer wrong however accurate the algebra. Adding a frequently revisited outside state to the basin removes repeated exits and returns, at the price of a larger matrix. The boundary therefore affects the cost and what counts as an escape, while the underlying hopping model remains the same.

## Computed values

```
Site energies (eV): 0.00 0.02 -0.04 0.00 0.03 -0.02
Internal hop saddle (eV): 0.20
Deep exit saddles, left/right/terrace (eV): 0.60 0.64 0.75
Shallow exit saddles, left/right/terrace (eV): 0.25 0.29 0.40
Prefactor (1/s): 1.0e+13
Temperature (K): 350
Thermal energy (eV): 0.03016
Site spacing (angstrom): 2.5
Start site (counted from 1): 2
Boltzmann weights of sites: 0.1164 0.0600 0.4384 0.1164 0.0430 0.2259
Deep: hop rate from site 1 (1/s): 1.3186e+10
Deep: left-corner exit rate from site 1 (1/s): 2.2929e+04
Deep: mean escape time from start (s): 2.86733e-04
Deep: fast-mixing escape time (s): 2.86733e-04
Deep: (max-min)/min of escape time over starts: 3.392e-06
Deep: mean internal hops skipped: 4.4002e+06
Deep: variance/mean^2 of escape time: 1.000002
Deep: left corner: probability 0.76511, fast-mixing 0.76511, mean time if taken 2.8673e-04 s
Deep: right corner: probability 0.20312, fast-mixing 0.20312, mean time if taken 2.8673e-04 s
Deep: terrace: probability 0.03177, fast-mixing 0.03177, mean time if taken 2.8673e-04 s
Shallow: hop rate from site 1 (1/s): 1.3186e+10
Shallow: left-corner exit rate from site 1 (1/s): 2.5128e+09
Shallow: mean escape time from start (s): 2.82539e-09
Shallow: fast-mixing escape time (s): 2.61637e-09
Shallow: (max-min)/min of escape time over starts: 3.387e-01
Shallow: mean internal hops skipped: 4.3704e+01
Shallow: variance/mean^2 of escape time: 1.194727
Shallow: left corner: probability 0.76652, fast-mixing 0.76511, mean time if taken 2.6304e-09 s
Shallow: right corner: probability 0.19942, fast-mixing 0.20312, mean time if taken 3.5357e-09 s
Shallow: terrace: probability 0.03407, fast-mixing 0.03177, mean time if taken 3.0538e-09 s
Deep: mean escape time (atomic units): 1.1854e+13
Deep: mean internal path length (angstrom): 1.1001e+07
Deep: outside event rate (1/s): 1.0e+03
Deep: probability that outside event comes first: 0.22284
Shallow: left-corner probability from sites 1 to 6: 0.8030 0.7665 0.7310 0.6965 0.6630 0.6302
Shallow simulation: walkers 40000, mean time 2.8269e-09 s, standard error 1.5e-11 s
Shallow simulation: mean internal hops 43.71
Shallow simulation: exit fractions left/right/terrace: 0.7659 0.1979 0.0362
Exits slowed tenfold: deviation from fast mixing falls by 9.981 (time), 9.981 (probability)
Deep at 350 K: max hop/max exit rate 1.54e+06, relative error stable 4.0e-16, plain 3.3e-11
Deep at 250 K: max hop/max exit rate 4.66e+08, relative error stable 2.0e-16, plain 1.8e-08
Deep at 150 K: max hop/max exit rate 2.80e+14, relative error stable 2.7e-16, plain 4.1e-03
```
